\section*{The f-sum rule in the uncoupled Hartree-Fock response, part 2}

The uncoupled density response $\chi_0$ is the input of the random-phase approximation (RPA). The belief under test is that $\chi_0$, built from canonical Hartree-Fock (HF) orbitals in a complete basis, gives dipole strengths that add to the electron number $N$. Four true facts support it: first, the exact rule holds because the Coulomb repulsion is local; second, the orbitals are the complete eigenfunctions of one Hermitian operator; third, the sum with one dipole and one momentum matrix element equals $N$; fourth, helium's occupied orbital solves an equation with a local potential. The belief nevertheless fails, because exchange is nonlocal.

Algebra is in atomic units. For a closed shell with real, doubly occupied $\varphi_i$ and virtual $\varphi_a$, $F\varphi_p=\varepsilon_p\varphi_p$ for all $p$, where $F=h+2J-K$, $h=T+v$, $T=-\tfrac12\nabla^2$ and $v$ is local. With $r_{12}=|\mathbf r-\mathbf r'|$ and $\gamma(\mathbf r,\mathbf r')=\sum_i\varphi_i(\mathbf r)\varphi_i^*(\mathbf r')$, the density is $n=2\gamma(\mathbf r,\mathbf r)$, $J(\mathbf r)=\int\gamma(\mathbf r',\mathbf r')/r_{12}\,d^3r'$, and $K$ has kernel $\gamma/r_{12}$. The larger of $r,r'$ is $r_>$.

A perturbation $\eta(t)f(\mathbf r)$, with $F$ frozen, adds $\sum_p(u_{pi}+iw_{pi})\varphi_p$ to $\varphi_i$, within the phase $e^{-i\varepsilon_it}$. With $\Delta_{pi}=\varepsilon_p-\varepsilon_i$, $f_{pi}=\langle p|f|i\rangle$ and $\alpha_0=-\delta\langle f\rangle/\eta$,
\begin{equation}
\dot u_{pi}=\Delta_{pi}w_{pi},\qquad -\dot w_{pi}=\Delta_{pi}u_{pi}+\eta f_{pi}.
\label{eq:uw}
\end{equation}
\begin{equation}
\alpha_0(\omega)=\sum_{ia}\frac{s_{ai}}{\Delta_{ai}^2-\omega^2},\qquad s_{ai}=4\Delta_{ai}f_{ai}^2 .
\label{eq:alpha0}
\end{equation}
The total strength $S_f=\sum_{ia}s_{ai}$ (written $S$ for $f=z$) is the limit of $\omega^2\alpha_0(i\omega)$ at large $\omega$. Closure gives
\begin{equation}
S_f=4\sum_i\sum_p(\varepsilon_p-\varepsilon_i)\langle i|f|p\rangle\langle p|f|i\rangle=4\sum_i\langle f\varphi_i|F-\varepsilon_i|f\varphi_i\rangle .
\label{eq:closure}
\end{equation}
Equivalently, $S_f=2\sum_i\langle i|[f,[F,f]]|i\rangle$. The kinetic commutator is
\begin{equation}
[T,f]=-\tfrac12(\nabla^2f)-\nabla f\cdot\nabla .
\label{eq:Tf}
\end{equation}
For an operator with kernel $A$, $[f,[A,f]]$ has the kernel
\begin{equation}
(2ff'-f^2-f'^2)\,A(\mathbf r,\mathbf r')=-(f-f')^2A(\mathbf r,\mathbf r').
\label{eq:kernel}
\end{equation}
Hence
\begin{equation}
S_f=\int n|\nabla f|^2\,d^3r+2\iint\gamma(\mathbf r,\mathbf r')^2\,\frac{[f(\mathbf r)-f(\mathbf r')]^2}{r_{12}}\,d^3r\,d^3r' .
\label{eq:main}
\end{equation}
For spherical atoms,
\begin{equation}
S=N+\tfrac23L,\qquad L=\iint\gamma(\mathbf r,\mathbf r')^2\,r_{12}\,d^3r\,d^3r' .
\label{eq:SL}
\end{equation}
With $\ell_x=2L/N$ the mean electron-hole distance,
\begin{equation}
\frac SN=1+\frac{\ell_x}{3},
\label{eq:hole}
\end{equation}

Helium has one occupied orbital $\varphi$, with eigenvalue $\varepsilon$, and $L=\langle r_{12}\rangle$. The program uses restricted HF with 20 s and 20 p Gaussian shells (exponents $0.03\cdot2^k$ bohr$^{-2}$). Quadrature gives $\langle r_{12}\rangle=0.72081$ \AA{} $=1.36212$ bohr, so $S=2.90808$, matching the state sum.

\subsection*{The excess lies in the virtual spectrum}

In helium $K\varphi=\varphi(\mathbf r)\int\varphi(\mathbf r')^2/r_{12}\,d^3r'=J\varphi$, so $(J-K)\varphi=0$. The family
\begin{equation}
F_\lambda=h+J+\lambda(J-K)
\end{equation}
therefore has the same eigenfunction $\varphi$ and the same $\varepsilon$ for every $\lambda$. At $\lambda=1$ it is the canonical Fock operator $h+2J-K$. At $\lambda=0$ it is local. That local operator is the exact-exchange Kohn-Sham Hamiltonian of a two-electron singlet: the HF orbital minimizes the HF energy expression over all orbitals and is the ground state of the local potential $v+J$, so no other local potential gives a lower value. This is the fourth fact behind the belief, and it concerns the occupied orbital only. The ground-state energy and density cannot tell the members of the family apart; $\chi_0$ can, since it needs the virtual orbitals.

The nonlocal part of $F_\lambda$ is $-\lambda K$, so Eq.~\eqref{eq:kernel} gives $S(\lambda)=2+\lambda\,\tfrac23\langle r_{12}\rangle$. A second derivation shows where the excess comes from. By Eq.~\eqref{eq:closure}, $S(\lambda)=4\langle z\varphi|F_\lambda-\varepsilon|z\varphi\rangle$, whose slope in $\lambda$ is $4\langle z\varphi|J-K|z\varphi\rangle$. For any real $g$, with primes marking the argument $\mathbf r'$,
\begin{equation}
\tfrac12\iint\frac{(\varphi g'-g\varphi')^2}{r_{12}}=\tfrac12\iint\frac{\varphi^2g'^2+g^2\varphi'^2-2\varphi g\,\varphi'g'}{r_{12}}=\langle g|J-K|g\rangle ,
\label{eq:pos}
\end{equation}
because each of the first two terms is $\langle g|J|g\rangle$ and the third is $-2\langle g|K|g\rangle$. So $J-K$ is positive on every $g$ that is not proportional to $\varphi$. For $g=z\varphi$ the left side is $\tfrac12\iint\varphi^2\varphi'^2(z'-z)^2/r_{12}=\langle r_{12}\rangle/6$, and four times this is $\tfrac23\langle r_{12}\rangle$. The matrix element computed in the basis is $4\langle z\varphi|J-K|z\varphi\rangle=0.90808$, tested against the quadrature to $10^{-5}$. The state sums at $\lambda=0$, $0.5$ and $1$ are $2.00000$, $2.45404$ and $2.90808$, each tested against the formula to $10^{-4}$; the middle one is $2+0.5\times0.90808$. The value at $\lambda=0$ is the control that rules out the basis as the cause.

The squared dipole elements $d_a=\langle a|z|\varphi\rangle$ add to $\langle\varphi|z^2|\varphi\rangle$ for every $\lambda$, since $z\varphi$ is fixed and is orthogonal to $\varphi$ by parity. Hence $S$ is $4\langle z^2\rangle$ times a mean gap, and the mean gap is what grows with $\lambda$. Far from the atom an electron in a virtual orbital of $F_0$ feels the nucleus screened by $J$, the one electron left behind, as an excited electron does. In $F_1$ it feels $2J$, both electrons, as an added electron does, diminished only by exchange. Compared with those of $F_0$, canonical eigenvalue differences lack the attraction $-J$ between the excited electron and the hole it leaves, and they contain the exchange term $-K$, which offsets part of that loss. The excess is four times the matrix element of the net difference $F_1-F_0=J-K$ in the dipole-excited function $z\varphi$.

The same positivity orders the static polarizabilities. In the space of $p_z$ functions let $\Delta_\lambda=F_\lambda-\varepsilon$. The operator $\Delta_0$ is positive because $\varphi$ is the ground state of the local Hamiltonian, and $\Delta_\lambda$ grows with $\lambda$ by Eq.~\eqref{eq:pos}. For a positive symmetric $G$, the identity $2x^Ty-y^TGy=x^TG^{-1}x-(y-G^{-1}x)^TG(y-G^{-1}x)$ shows that $x^TG^{-1}x$ is the maximum of the left side over $y$. If $G_2-G_1$ is positive and $y_2=G_2^{-1}x\neq0$, then
\begin{equation}
x^TG_2^{-1}x=2x^Ty_2-y_2^TG_2y_2<2x^Ty_2-y_2^TG_1y_2\le x^TG_1^{-1}x .
\label{eq:mono}
\end{equation}
By Eq.~\eqref{eq:alpha0}, $\alpha_0(0)=4d^T\Delta_\lambda^{-1}d$, which must fall as $\lambda$ grows. The computed values are $0.22036$, $0.17691$ and $0.14778$ \AA$^3$, and the program asserts this order. The HF-based dipole response is thus weaker than the local one at zero frequency and stronger at high imaginary frequency, and by continuity the two curves cross. The direct RPA correlation energy is built from $\chi_0(i\omega)$ at all frequencies, so the excess in the sum rule alone does not fix the sign of the change in that energy between the two inputs.

\section{Length, velocity and mixed forms}

Equation~\eqref{eq:Tf} with $f=z$ gives $[T,z]=-\partial_z$, so $[F,z]=-\partial_z-[K,z]$. Between $\varphi_a$ and $\varphi_i$ the left side is $\Delta_{ai}d_{ai}$, with $d_{ai}=\langle a|z|i\rangle$. With $p_{ai}=\langle a|-\partial_z|i\rangle$,
\begin{equation}
\Delta_{ai}\,d_{ai}=p_{ai}-\langle a|[K,z]|i\rangle .
\label{eq:lv}
\end{equation}
For a local potential $\Delta d=p$, and three sums coincide: the length form $S=4\sum\Delta d^2$, the mixed form $S_M=4\sum dp$ and the velocity form $S_V=4\sum p^2/\Delta$. Only the length form is the first moment of the density response \eqref{eq:alpha0}.

The mixed form contains no eigenvalue. Its occupied-occupied terms cancel in pairs, since $d_{ji}$ is symmetric while $p_{ji}$ is antisymmetric for real orbitals (integration by parts). Closure then gives
\begin{equation}
S_M=-4\sum_i\int z\,\varphi_i\,\partial_z\varphi_i=-2\sum_i\int z\,\partial_z(\varphi_i^2)=2\sum_i\int\varphi_i^2=N
\end{equation}
for any complete set of real orbitals. This is the third fact behind the belief. Replacing one factor $\Delta d$ by $p$ in the length form leads to $S_M$, and that replacement is the step that Eq.~\eqref{eq:lv} forbids. In helium $[K,z]\varphi=K(z\varphi)-zJ\varphi=-(J-K)z\varphi$, so the extra term of Eq.~\eqref{eq:lv} is again $J-K$ acting on $z\varphi$.

The velocity form errs the other way in helium. It is $4p^T\Delta_\lambda^{-1}p$ with the fixed function $-\partial_z\varphi$, equals 2 at $\lambda=0$, and falls with $\lambda$ by Eq.~\eqref{eq:mono}. It is bounded below by the Cauchy-Schwarz inequality applied to the vectors with components $2\sqrt\Delta\,d$ and $2p/\sqrt\Delta$, whose scalar product is $S_M$: $S\,S_V\ge N^2$. The computed mixed sum is $2.00000$ for all three $\lambda$, and the velocity sums are $2.00000$, $1.63256$ and $1.38220$; the value of $S_M$, the order of the velocity sums and the inequality are asserted in the program. At $\lambda=1$ the product of the unrounded sums is $4.0196$, about half a per cent above the bound of 4. The two vectors are therefore nearly parallel. With $\rho=\Delta d/p$ for each state and averages taken with the weights $p^2/\Delta$, one has $S_M=S_V\langle\rho\rangle$ and $S=S_V\langle\rho^2\rangle$, so $S\,S_V/N^2-1$ is the variance of $\rho$ divided by the square of its mean. The mean is $2/1.38220=1.447$, and the relative spread about it is $\sqrt{0.0049}$, or 7 per cent. This is an observation on helium and is not derived here.

\section{What coupling does to the sum}

In a coupled theory $F$ follows the density matrix. For helium in a field $\mathcal E(t)$ along $z$, write $\varphi(t)=e^{-i\varepsilon t}(\varphi+u+iw)$ with real $p_z$-type functions $u$ and $w$, and let $J$, $K$ and $\Delta=F-\varepsilon$ denote the unperturbed canonical operators in that space. The diagonal of $\gamma$ changes by $2\varphi u$, so the Hartree term changes by $\delta(2J)\varphi=2\varphi(\mathbf r)\int2\varphi u/r_{12}=4Ku$. The full density matrix changes by $\delta\gamma=(u+iw)(\mathbf r)\,\varphi(\mathbf r')+\varphi(\mathbf r)\,(u-iw)(\mathbf r')$, so the exchange term changes by
\begin{equation}
-\delta K\,\varphi=-J(u+iw)-K(u-iw)=-(J+K)u-i(J-K)w .
\end{equation}
Equation~\eqref{eq:uw} becomes $\dot u=Rw$ and $-\dot w=Qu+\mathcal Ed$, where $R$ collects what acts on $w$ and $Q$ what acts on $u$:
\begin{align}
\text{uncoupled:}\quad&R=\Delta,&Q&=\Delta,\\
\text{direct RPA (Hartree response):}\quad&R=\Delta,&Q&=\Delta+4K,\\
\text{time-dependent HF (TDHF):}\quad&R=\Delta-J+K,&Q&=\Delta+3K-J.
\end{align}
Eliminating $w$ gives $\ddot u=-RQu-\mathcal ERd$, and the induced dipole is $-4d^Tu$, so $\alpha(\omega)=4d^T(RQ-\omega^2)^{-1}Rd$. For positive $R$ and $Q$ let $M=R^{1/2}QR^{1/2}$, with eigenvalues $\Omega_n^2$ and orthonormal eigenvectors $t_n$. Since $RQ-\omega^2=R^{1/2}(M-\omega^2)R^{-1/2}$, one has $(RQ-\omega^2)^{-1}R=R^{1/2}(M-\omega^2)^{-1}R^{1/2}$, and
\begin{equation}
\alpha(\omega)=\sum_n\frac{s_n}{\Omega_n^2-\omega^2},\qquad s_n=4\,(t_n^TR^{1/2}d)^2,\qquad\sum_ns_n=4\,d^TRd .
\end{equation}
The total strength depends on $R$ alone. Direct RPA has $R=\Delta$ and inherits the sum $2+\tfrac23\langle r_{12}\rangle$ of its input. TDHF has $R=h+2J-K-\varepsilon-J+K=h+J-\varepsilon$, the local operator $\Delta_0$, and its sum is 2.

The program solves the equivalent standard form. A free mode $u+iw=Xe^{-i\Omega t}+Ye^{i\Omega t}$ has $u=(X+Y)\cos\Omega t$ and $w=-(X-Y)\sin\Omega t$, so $\Omega(X+Y)=R(X-Y)$ and $\Omega(X-Y)=Q(X+Y)$. Half the sum and half the difference give $\Omega X=AX+BY$ and $\Omega Y=-BX-AY$ with $A=(Q+R)/2$ and $B=(Q-R)/2$; that is $A=\Delta+2K$, $B=2K$ for direct RPA and $A=\Delta+2K-J$, $B=K$ for TDHF. With $X+Y=R^{1/2}t_n$ one has $X-Y=\Omega_nR^{-1/2}t_n$ and $X^TX-Y^TY=\Omega_n$, so $s_n=4\Omega_n[d^T(X+Y)]^2/(X^TX-Y^TY)$ in any normalization. The sums over modes are $2.90808$ for direct RPA on HF input and $2.00000$ for TDHF, each tested to $10^{-4}$.

At zero frequency $\alpha(0)=4d^TQ^{-1}d$. The operator $K$ is positive, since $\langle g|K|g\rangle$ is twice the electrostatic self-energy of the charge $\varphi g$. By Eq.~\eqref{eq:mono}, direct RPA lies below its uncoupled input ($0.12704$ against $0.14778$ \AA$^3$), and TDHF, with $Q=\Delta_0+2K$, lies below the local uncoupled value ($0.19593$ against $0.22036$ \AA$^3$). The static TDHF value must be the curvature of the HF energy in a field, $E(\mathcal E)=E(0)-\tfrac12\alpha\mathcal E^2+\dots$, and a self-consistent calculation at $0.2571$ V/\AA{} gives $0.19594$ \AA$^3$, tested to a relative $5\times10^{-4}$. Relative to the TDHF value, the uncoupled HF polarizability is low by $1-0.14778/0.19593=25$ per cent.

The restoration is not special to two electrons. Each term $s_n/(\Omega_n^2-\omega^2)$ of a stable linear response is an oscillator $\ddot x_n=-\Omega_n^2x_n-s_n\eta(t)$, with $\delta\langle f\rangle=\sum_nx_n$. A kick $\eta=\kappa\,\delta(t)$ leaves $\dot x_n=-\kappa s_n$, so just after it $d\langle f\rangle/dt=-\kappa\sum_ns_n$. The kick multiplies each orbital by $e^{-i\kappa f}$, and afterwards $d\langle f\rangle/dt=2\sum_i\langle\varphi_i(t)|\,i[F,f]\,|\varphi_i(t)\rangle$ with the $F$ that acts at that moment. Local terms give nothing, whether frozen or updated. By Eq.~\eqref{eq:Tf} the kinetic term gives, for each orbital,
\begin{equation}
-i\int\Big[\tfrac12\varphi_i^2\nabla^2f+\varphi_i\nabla f\cdot\nabla\varphi_i-i\kappa|\nabla f|^2\varphi_i^2\Big]=-\kappa\int|\nabla f|^2\varphi_i^2 ,
\end{equation}
because the first two terms form the divergence $\tfrac12\nabla\cdot(\varphi_i^2\nabla f)$, which integrates to zero. Summed, this is $-\kappa\int n|\nabla f|^2$. The kernel of $[K,f]$ is $K(\mathbf r,\mathbf r')(f'-f)$, and the kicked orbitals supply $\sum_i\varphi_i^*(\mathbf r,t)\varphi_i(\mathbf r',t)=\gamma\,e^{i\kappa(f-f')}$, so the exchange term is
\begin{equation}
-2i\iint\gamma\,e^{i\kappa(f-f')}\,K(\mathbf r,\mathbf r')\,(f'-f).
\end{equation}
With $K=\gamma/r_{12}$ frozen, as in the uncoupled theory and in direct RPA, the zeroth order vanishes because $f'-f$ is odd under $\mathbf r\leftrightarrow\mathbf r'$, and the first order is $-2i\cdot i\kappa\iint\gamma^2(f-f')(f'-f)/r_{12}=-2\kappa\iint\gamma^2(f-f')^2/r_{12}$, the excess of Eq.~\eqref{eq:main}. In TDHF $K$ is rebuilt from the kicked density matrix, $K=\gamma\,e^{-i\kappa(f-f')}/r_{12}$, the phases cancel, and only the odd integrand remains. The exchange term is then zero and the sum is $\int n|\nabla f|^2$. A frozen exchange operator marks out the state of motion of the unperturbed electrons and resists a common boost; the true interaction, and TDHF with it, does not. This is why the locality of the Coulomb repulsion, the first fact behind the belief, does not carry over to the uncoupled response.

\section{Several orbitals: beryllium}

Helium has no matrix elements between different occupied orbitals and no products of different orbitals in $\gamma^2$. Beryllium, at restricted HF level with 22 s and 22 p shells of exponents $0.008\cdot2^k$ bohr$^{-2}$ and total energy $-396.55$ eV, has both. The quadrature gives $L=2.30354$ \AA, which is $4.35306$ bohr, so Eq.~\eqref{eq:SL} predicts $4+\tfrac23\times4.35306=6.9020$. The state sum is $6.9020$, tested to $5\times10^{-4}$. The electron-hole distance is $\ell_x=2L/4=1.152$ \AA, against $0.721$ \AA{} in helium, and $S/N=6.9020/4=1.7255$, an excess of 73 per cent relative to $N$.

The choice $f=r^2$ couples 1s to 2s and so probes the pair cancellation. Here $|\nabla f|^2=4r^2$ and the exchange integrand is $\gamma^2(r^2-r'^2)^2/r_>$ after the angular average. The local term is $147.820$ eV\,\AA$^4$ and the exchange term $108.423$ eV\,\AA$^4$; their sum, $256.243$ eV\,\AA$^4$, equals the sum over virtual states alone, $256.243$ eV\,\AA$^4$, with a tested relative tolerance of $10^{-3}$. The last digit depends on the basis: with 34 shells of exponents $0.005\cdot1.7^k$ bohr$^{-2}$ both sides become $256.242$ eV\,\AA$^4$, a shift of about $0.001$. The term $4(\varepsilon_{2s}-\varepsilon_{1s})\langle1s|r^2|2s\rangle^2=1.017$ eV\,\AA$^4$ enters Eq.~\eqref{eq:closure} once with each sign, and the program asserts that it is more than ten times the residual difference, so an uncancelled term of this size would be seen.

\section{Range of the result}

Equation~\eqref{eq:main} concerns the uncoupled response of canonical orbitals, in which occupied and virtual states are eigenfunctions of the same $F$. As the family $F_\lambda$ shows, a different operator for the virtual space gives a different sum with the same HF ground state. In a finite basis the closure step fails unless $f\varphi_i$ is representable, and the sum then carries a separate basis error that can outweigh the excess: for helium in a basis without p functions, $S=0$. The excess itself survives the complete-basis limit.

The exchange operator entered the derivation only through the kernel identity \eqref{eq:kernel}, so the result extends to other Hermitian one-particle operators that consist of the kinetic energy, a local potential and a real symmetric kernel. A local Kohn-Sham potential gives $S=N$. A hybrid functional that adds a fraction $a$ of the exchange operator to an otherwise local potential gives $a$ times the exchange term, evaluated with its own $\gamma$. A nonlocal pseudopotential contributes through Eq.~\eqref{eq:kernel} with its own kernel. For unrestricted orbitals each spin channel is treated separately and $2\gamma^2$ is replaced by $\sum_\sigma\gamma_\sigma^2$. The excess is then positive even for one electron, where $J-K$ annihilates the occupied orbital but not the virtual ones.

Two limits follow from Eq.~\eqref{eq:hole}. Along the two-electron isoelectronic series the orbital becomes hydrogenic at large nuclear charge, all lengths scale inversely with that charge to leading order, and the excess vanishes in the same way; along this series the belief becomes correct in the limit of large charge, because the hole shrinks. If instead the hole decays no faster than $r_{12}^{-4}$, then $\ell_x$ and the excess are unbounded, however weak the interaction is against the kinetic energy. For the uniform electron gas, with $x=k_Fr_{12}$,
\begin{equation}
\gamma=\int_{k<k_F}\frac{d^3k}{(2\pi)^3}\,e^{i\mathbf k\cdot(\mathbf r-\mathbf r')}=\frac{1}{2\pi^2r_{12}}\int_0^{k_F}k\sin(kr_{12})\,dk=\frac{\sin x-x\cos x}{2\pi^2r_{12}^3}.
\end{equation}
At large distance $\gamma^2$ falls as $\cos^2x/r_{12}^4$, so the integrand of $\ell_x$, which carries the factor $r_{12}$ and the volume element $4\pi r_{12}^2\,dr_{12}$, falls as $\cos^2x/r_{12}$, and the integral diverges logarithmically. The function $f=z$ is not admissible for extended orbitals, so take $f=\sin(qz)/q$ in Eq.~\eqref{eq:main}. Averaged over a common translation of both points, $|\nabla f|^2=\cos^2qz$ becomes $\tfrac12$, and $(f-f')^2=4\cos^2[q(z+z')/2]\sin^2[q(z-z')/2]/q^2$ becomes $[1-\cos q(z-z')]/q^2$. The ratio of the exchange term to the local term is then $(4/n)\int\gamma^2[1-\cos q(z-z')]/(q^2r_{12})\,d^3r_{12}$. For $qr_{12}\ll1$ the bracket is $q^2(z-z')^2/2$ and the integrand is that of $\ell_x/3$; beyond $r_{12}\sim1/q$ the bracket is bounded, the radial integrand falls as $r_{12}^{-3}$, and the integral converges. The ratio is finite at each $q$ and grows as $\ln(k_F/q)$, so with unscreened exchange the first moment of the uncoupled HF response of this model, measured against the f-sum value, has no finite long-wavelength limit.

\section*{Table of computed values}
\begin{verbatim}
He RHF, 20s20p, exponents 0.03*2^k bohr^-2
He total energy = -77.8703 eV
He 1s eigenvalue = -24.9788 eV
He <r12> = 0.72081 angstrom = 1.36212 bohr
He excess (2/3)<r12>/bohr = 0.90808
He lambda=0.0: S length = 2.00000, formula = 2.00000
He lambda=0.0: S mixed = 2.00000, S velocity = 2.00000
He lambda=0.0: alpha0(0) = 0.22036 angstrom^3
He lambda=0.5: S length = 2.45404, formula = 2.45404
He lambda=0.5: S mixed = 2.00000, S velocity = 1.63256
He lambda=0.5: alpha0(0) = 0.17691 angstrom^3
He lambda=1.0: S length = 2.90808, formula = 2.90808
He lambda=1.0: S mixed = 2.00000, S velocity = 1.38220
He lambda=1.0: alpha0(0) = 0.14778 angstrom^3
He S(HF)/N = 1.4540; S length * S velocity = 4.0196
He 4<z phi|J-K|z phi> = 0.90808
He direct RPA on HF: S = 2.90808, alpha(0) = 0.12704 angstrom^3
He TDHF: S = 2.00000, alpha(0) = 0.19593 angstrom^3
He finite field 0.2571 V/angstrom: alpha = 0.19594 angstrom^3
He HF omega^2 alpha0(i omega) at 100 eV = 2.13453
He HF omega^2 alpha0(i omega) at 1000 eV = 2.88731
He HF omega^2 alpha0(i omega) at 10000 eV = 2.90781
Be RHF, 22s22p, exponents 0.008*2^k bohr^-2
Be total energy = -396.552 eV
Be int int gamma^2 |r-r'| = 2.30354 angstrom = 4.35306 bohr
Be S length = 6.9020, formula = 6.9020
Be f=r^2: state sum = 256.243 eV angstrom^4
Be f=r^2: local term = 147.820 eV angstrom^4
Be f=r^2: exchange term = 108.423 eV angstrom^4
Be f=r^2: cancelling 1s-2s term = 1.017 eV angstrom^4
\end{verbatim}
